\section*{Second- and third-order energies of two-electron ions from Hylleraas polynomials}

\section*{The problem}

Two electrons move in the field of a fixed point nucleus of charge $Ze$. Spin-dependent and relativistic terms are neglected:
\begin{equation}
H=\sum_{i=1}^{2}\left(-\frac{\hbar^2}{2m}\nabla_i^2-\frac{Ze^2}{4\pi\varepsilon_0 r_i}\right)+\frac{e^2}{4\pi\varepsilon_0 r_{12}} .
\end{equation}
The ground state is a spin singlet with a symmetric, real spatial function. Let $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$, $E_h=e^2/(4\pi\varepsilon_0a_0)$ and $\lambda=1/Z$. For small $\lambda$ write
\begin{equation}
E=E_h\left(Z^2E_0+ZE_1+E_2+E_3/Z+\cdots\right),
\end{equation}
so that each number $E_n$ is a coefficient in hartree. A numerical check accompanies the answers.

\section*{(a) Perturbation equations}

\textbf{Question.} Scale $H$ and express $E_2$ and $E_3$ through the first-order function.

\textbf{Answer.} Measure lengths in $a_0/Z$. Since $\hbar^2/(ma_0^2)=E_h$, the kinetic and nuclear terms acquire the factor $Z^2E_h$, and the repulsion acquires $ZE_h=Z^2E_h\lambda$. With $u=r_{12}$,
\begin{equation}
\frac{H}{Z^2E_h}=H_0+\frac{\lambda}{u},\qquad
H_0=\sum_i\left(-\tfrac12\nabla_i^2-\frac1{r_i}\right).
\end{equation}
All lengths are scaled from here on. The ground state of $H_0$ is a product of two hydrogenic functions, $\psi_0=e^{-(r_1+r_2)}/\pi$, with $E_0=-\frac12-\frac12=-1$.

Put $K=H_0-E_0$ and $W=1/u-E_1$. Inserting $\psi_0+\lambda\psi_1+\lambda^2\psi_2+\cdots$ and collecting powers of $\lambda$ gives
\begin{align}
K\psi_1&=-W\psi_0,\label{first}\\
K\psi_2&=-W\psi_1+E_2\psi_0,\label{second}\\
K\psi_3&=-W\psi_2+E_2\psi_1+E_3\psi_0 .
\end{align}
Because $K\psi_0=0$, projection on $\psi_0$ removes the left sides:
\begin{equation}
E_1=\langle\psi_0|u^{-1}|\psi_0\rangle,\quad
E_2=\langle\psi_0|W|\psi_1\rangle,\quad
E_3=\langle\psi_0|W|\psi_2\rangle-E_2\langle\psi_0|\psi_1\rangle .
\end{equation}
The function $\psi_2$ can be eliminated with \eqref{first}, the Hermiticity of $K$, and \eqref{second}:
\begin{equation}
\langle\psi_0|W|\psi_2\rangle=-\langle\psi_1|K|\psi_2\rangle
=\langle\psi_1|W|\psi_1\rangle-E_2\langle\psi_1|\psi_0\rangle .
\end{equation}
Hence
\begin{equation}
E_3=\langle\psi_1|W|\psi_1\rangle-2E_2\langle\psi_1|\psi_0\rangle .\label{e3}
\end{equation}
Adding $c\psi_0$ to $\psi_1$ changes the two terms by $+2cE_2$ and $-2cE_2$, because $\langle\psi_0|W|\psi_0\rangle=0$. The result is independent of this choice.

\section*{(b) The minimum principle}

\textbf{Question.} Show that $J[\varphi]=\langle\varphi|K|\varphi\rangle+2\langle\varphi|W|\psi_0\rangle$ is bounded below by $E_2$. For $\varphi=P\psi_0$, reduce the first term to gradients of $P$.

\textbf{Answer.} Set $\varphi=\psi_1+\delta$. By \eqref{first}, $\langle\psi_1|K|\psi_1\rangle=-E_2$ and $\langle\delta|K|\psi_1\rangle=-\langle\delta|W|\psi_0\rangle$. Therefore
\begin{align}
J&=-E_2-2\langle\delta|W|\psi_0\rangle+\langle\delta|K|\delta\rangle
+2E_2+2\langle\delta|W|\psi_0\rangle\nonumber\\
&=E_2+\langle\delta|K|\delta\rangle\geq E_2 .\label{bound}
\end{align}
The inequality holds because $E_0$ is the lowest eigenvalue of $H_0$.

For a polynomial $Q$, the product rule and $K\psi_0=0$ give
\begin{equation}
K(Q\psi_0)=-\frac12\sum_i(\psi_0\nabla_i^2Q+2\nabla_iQ\cdot\nabla_i\psi_0)
=-\frac1{2\psi_0}\sum_i\nabla_i\cdot(\psi_0^2\nabla_iQ).
\end{equation}
Multiply by $P\psi_0$ and integrate by parts. The surface term at infinity vanishes exponentially. Those around $r_i=0$ and $u=0$ vanish because the gradients are bounded there while the surfaces shrink. Thus
\begin{equation}
\langle P\psi_0|K|Q\psi_0\rangle=\frac12\int\psi_0^2\sum_i\nabla_iP\cdot\nabla_iQ\,d\tau .\label{grad}
\end{equation}
The nuclear attraction has dropped out. The form vanishes for $P=Q$ only when $P$ is constant, so the constant is omitted from the basis.

\section*{(c) Integrals in $s$, $t$, $u$}

\textbf{Question.} With $s=r_1+r_2$ and $t=r_1-r_2$, find the volume element, the gradient form and a formula for the integrals. Evaluate $E_1$.

\textbf{Answer.} $W\psi_0$ is unchanged by common rotations and by exchange, so $P$ may be taken as a function of $s,t^2,u$. Integration over orientations leaves $8\pi^2r_1^2r_2^2\sin\theta\,dr_1dr_2d\theta$. At fixed $r_1,r_2$, $u\,du=r_1r_2\sin\theta\,d\theta$. Also $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=\frac12ds\,dt$. Folding negative $t$ onto positive $t$ gives
\begin{equation}
d\tau=2\pi^2u(s^2-t^2)\,ds\,dt\,du,\qquad 0\leq t\leq u\leq s .
\end{equation}

Let subscripts on $P,Q$ denote derivatives and let $\mathbf n=(\mathbf r_1-\mathbf r_2)/u$. Then
\begin{equation}
\nabla_1P=(P_s+P_t)\hat{\mathbf r}_1+P_u\mathbf n,\qquad
\nabla_2P=(P_s-P_t)\hat{\mathbf r}_2-P_u\mathbf n .
\end{equation}
The required cosines are
\begin{equation}
\alpha=\hat{\mathbf r}_1\cdot\mathbf n=\frac{u^2+st}{2r_1u},\qquad
\beta=-\hat{\mathbf r}_2\cdot\mathbf n=\frac{u^2-st}{2r_2u},
\end{equation}
where $r_1^2-r_2^2=st$ was used. The sum of the scalar products is
\begin{align}
&2(P_sQ_s+P_tQ_t+P_uQ_u)+(\alpha+\beta)(P_sQ_u+P_uQ_s)\nonumber\\
&\quad+(\alpha-\beta)(P_tQ_u+P_uQ_t).
\end{align}
Bringing $\alpha\pm\beta$ to the common denominator $2r_1r_2u=u(s^2-t^2)/2$ gives
\begin{equation}
\alpha+\beta=\frac{2s(u^2-t^2)}{u(s^2-t^2)},\qquad
\alpha-\beta=\frac{2t(s^2-u^2)}{u(s^2-t^2)} .
\end{equation}
With the factor $\frac12$ of \eqref{grad} and the volume weight, the matrix element is $2\int e^{-2s}G\,ds\,dt\,du$, where
\begin{align}
G={}&u(s^2-t^2)(P_sQ_s+P_tQ_t+P_uQ_u)\nonumber\\
&+s(u^2-t^2)(P_sQ_u+P_uQ_s)+t(s^2-u^2)(P_tQ_u+P_uQ_t).\label{G}
\end{align}

For even $b$, integrate in the order $t,u,s$. The first two integrals give $u^{b+1}/(b+1)$ and $s^{b+c+2}/(b+c+2)$. With $n=a+b+c+2$,
\begin{equation}
M(a,b,c)=2\int e^{-2s}s^at^bu^c\,ds\,dt\,du
=\frac{n!}{2^n(b+1)(b+c+2)} .\label{moment}
\end{equation}
Write $\langle f\rangle=\int\psi_0^2f\,d\tau$. Then
\begin{equation}
\langle s^at^bu^c\rangle=M(a+2,b,c+1)-M(a,b+2,c+1),
\end{equation}
and $E_1=\langle u^{-1}\rangle=M(2,0,0)-M(0,2,0)=\frac34-\frac18=\frac58$.

\section*{(d) One function}

\textbf{Question.} State the minimization for $P=\sum_ic_iP_i$. Find $J$ and the third-order estimate for $P=cs$ and $P=cu$.

\textbf{Answer.} Let $A_{ij}=\langle P_i\psi_0|K|P_j\psi_0\rangle$ and $b_i=\langle P_iW\rangle$. Then $J=c^TAc+2b^Tc$, and stationarity gives
\begin{equation}
Ac=-b,\qquad J_{\min}=-b^Tc+2b^Tc=b^Tc .\label{linear}
\end{equation}
At the minimum, $\langle\varphi|W|\psi_0\rangle=J$. The third-order estimate corresponding to \eqref{e3} is
\begin{equation}
E_3[\varphi]=\langle P^2W\rangle-2J\langle P\rangle .\label{e3trial}
\end{equation}

For $P=cs$, \eqref{G} gives $A=\langle1\rangle=1$. Formula \eqref{moment} gives $\langle s\rangle=3$, $\langle s^2\rangle=\frac{21}{2}$, $\langle s/u\rangle=\frac{25}{16}$ and $\langle s^2/u\rangle=\frac{75}{16}$. Hence $b=\frac{25}{16}-\frac{15}{8}=-\frac5{16}$, $c=\frac5{16}$ and
\begin{align}
J&=-\frac{25}{256}=-0.097656,\\
E_3[\varphi]&=\frac{25}{256}\left(\frac{75}{16}-\frac{105}{16}\right)
+2\,\frac{25}{256}\,\frac5{16}\,3=0 .
\end{align}
This is screening. The function $e^{-\alpha s}$ has scaled energy $\alpha^2-2\alpha+\frac58\lambda\alpha$, with minimum $-(1-\frac5{16}\lambda)^2$ at $\alpha=1-\frac5{16}\lambda$. Its $\lambda^2$ coefficient is $-\frac{25}{256}$ and it has no $\lambda^3$ term.

For $P=cu$, again $A=1$. Here $\langle u\rangle=\frac{45}{16}-\frac{10}{16}=\frac{35}{16}$, and $\langle u^2\rangle=\langle r_1^2\rangle+\langle r_2^2\rangle=6$, since $\langle\mathbf r_1\cdot\mathbf r_2\rangle=0$. Thus $b=1-\frac58\frac{35}{16}=-\frac{47}{128}$, $c=\frac{47}{128}$ and
\begin{align}
J&=-\left(\frac{47}{128}\right)^2=-0.134827,\\
E_3[\varphi]&=c^2\left(\frac{35}{16}-\frac{15}{4}+2c\,\frac{35}{16}\right)
=c^2\,\frac{45}{1024}=0.005925 .
\end{align}
The explicit interelectronic distance lowers the bound more than screening does.

\section*{(e) Three functions}

\textbf{Question.} Repeat the calculation with $s,u,t^2$, and comment on the third order.

\textbf{Answer.} In this order, \eqref{G} and \eqref{moment} give
\begin{equation}
A=\begin{pmatrix}1&\frac58&0\\ \frac58&1&\frac58\\0&\frac58&6\end{pmatrix},\qquad
-b=\begin{pmatrix}\frac5{16}\\ \frac{47}{128}\\ \frac38\end{pmatrix}.
\end{equation}
The new elements are
\begin{align}
A_{su}&=M(1,0,2)-M(1,2,0)=\tfrac{15}{16}-\tfrac5{16},\nonumber\\
A_{ut}&=2[M(2,2,0)-M(0,2,2)]=2\left(\tfrac{15}{16}-\tfrac{10}{16}\right),\nonumber\\
A_{tt}&=4\langle t^2\rangle=4\cdot\tfrac32,\nonumber\\
b_t&=\langle t^2/u\rangle-\tfrac58\langle t^2\rangle=\tfrac9{16}-\tfrac{15}{16},
\end{align}
where the index $t$ stands for $t^2$. The outer rows yield $c_s=\frac5{16}-\frac58c_u$ and $c_t=\frac1{16}-\frac5{48}c_u$. The middle row becomes $\frac{209}{384}c_u=\frac{17}{128}$, so
\begin{equation}
c_u=\tfrac{51}{209}=0.244019,\quad c_s=0.159988,\quad c_t=0.037081 .
\end{equation}
Hence $J=-(0.049996+0.089601+0.013906)=-0.153503$.

For the third order, \eqref{moment} gives the matrix of $\langle P_iP_jW\rangle$:
\begin{equation}
\begin{pmatrix}
-\frac{15}{8}&-\frac{457}{256}&-\frac{57}{32}\\
-\frac{457}{256}&-\frac{25}{16}&-\frac{193}{128}\\
-\frac{57}{32}&-\frac{193}{128}&-\frac{51}{16}
\end{pmatrix}.
\end{equation}
With $\langle P\rangle=3c_s+\frac{35}{16}c_u+\frac32c_t=1.06938$, \eqref{e3trial} becomes
\begin{equation}
E_3[\varphi]=-0.33322+0.32830=-0.00492 .
\end{equation}
The bound on $E_2$ has improved, yet the third-order estimate has become negative. With $s,u$ alone the program finds $-0.146134$ and $+0.003496$. Enlarging a basis cannot raise $J_{\min}$, but it gives no such control over $E_3[\varphi]$.

\section*{(f) Why the two errors differ}

\textbf{Question.} Relate both errors to $\delta=\varphi-\psi_1$.

\textbf{Answer.} Remove the $\psi_0$ components of $\varphi$ and $\psi_1$, which alters neither energy. Equation \eqref{bound} gives the second-order error $\langle\delta|K|\delta\rangle$, quadratic in $\delta$. In third order, \eqref{second} and $\langle\delta|\psi_0\rangle=0$ give
\begin{align}
E_3[\varphi]-E_3&=2\langle\delta|W|\psi_1\rangle+\langle\delta|W|\delta\rangle\nonumber\\
&=-2\langle\delta|K|\psi_2\rangle+\langle\delta|W|\delta\rangle .
\end{align}
The first term is linear in $\delta$, and neither term has a fixed sign. For any $\chi$ in the basis, \eqref{linear} and \eqref{first} imply $\langle\chi|K|\delta\rangle=0$. Hence $\psi_2$ may be replaced by $\psi_2-\chi$. Since $K\geq0$, the Schwarz inequality bounds the linear term by
\begin{equation}
2\sqrt{J-E_2}\,\sqrt{\langle\psi_2-\chi|K|\psi_2-\chi\rangle}.
\end{equation}
This upper bound is a product of two factors: the first measures how well the basis represents $\psi_1$, the second how well it represents $\psi_2$. When a growing basis improves both at a similar rate, the third-order error falls in proportion to $J-E_2$, not as its square root. The table of part (g) shows this: from degree 2 to degree 6, $E_3-E_3[\varphi]$ stays about three times $J-E_2$. What third order lacks is a bound on the sign and a guarantee of monotonic approach.

For a function that is not optimized, $\langle\chi|K|\delta\rangle=0$ fails and the linear term acts in full. Replacing an optimized $\varphi$ by $(1+\eta)\varphi$ shows this: $J$ becomes $J(1-\eta^2)$, while $E_3[\varphi]$, with $\langle\varphi|W|\psi_0\rangle$ written in place of $J$ in \eqref{e3trial} because the scaled function is no longer at the minimum, is multiplied by $(1+\eta)^2$. For the largest basis below and $\eta=0.01$, the changes are $1.58\times10^{-5}$ and $1.75\times10^{-4}$ hartree.

\section*{(g) Approach to the limits}

\textbf{Question.} Use all monomials $s^at^bu^c$ with even $b$ up to a given total degree. Compare with the reference values $E_2=-0.157666$ and $E_3=0.008699$, explain the role of odd powers of $u$, and apply the series at $Z=10$.

\textbf{Answer.} Solving \eqref{linear} in each basis gives, in hartree,

\begin{center}
\begin{tabular}{rrrr}
degree & functions & $J_{\min}$ & $E_3[\varphi]$\\
1&2&$-0.146134$&$0.003496$\\
2&6&$-0.156602$&$0.005059$\\
3&12&$-0.157440$&$0.008010$\\
4&21&$-0.157606$&$0.008511$\\
6&49&$-0.157659$&$0.008677$\\
9&124&$-0.157666$&$0.008697$
\end{tabular}
\end{center}

At degree 9 the second-order bound agrees with the reference to six decimals. The third-order estimate is $2\times10^{-6}$ hartree below its reference, continuing the pattern of degrees 2 to 6, where its error is about three times that of the bound. In electronvolts the two results are $-4.2903$ and $0.2367$.

The term linear in $u$ has a local origin. Near $u=0$, the singularity $-\psi_0/u$ on the right of \eqref{first} must come from the kinetic energy. Since $\nabla_1^2u=\nabla_2^2u=2/u$, a term $\gamma u\psi_0$ contributes $-2\gamma\psi_0/u$, which requires $\gamma=\frac12$. Even powers of $u$ cannot supply this cusp. With even powers alone, 69 functions through degree 9 give $J=-0.154574$, above the value from 12 functions that include odd powers. The coefficient $c_u=0.244$ in part (e) is not $\frac12$, because minimizing a global energy in a small basis does not impose the local condition.

A separate calculation tests $E_2$ without using $u$. It expands $\psi_1$ in Legendre polynomials of $\cos\theta$ with radial product functions. With 20 radial functions per electron, orders $l=0$ to $8$ give $-0.157577$, and an extrapolated tail brings the total to $-0.157654$ hartree. This radial basis is not converged in the last digits: the converged sum for $l\leq8$ is $-0.157587$, lower by $1.0\times10^{-5}$. The difference of $1.2\times10^{-5}$ from the degree-9 bound is within the test's tolerance for a finite radial basis and an approximate tail.

For $Z=10$ the degree-4 coefficients give
\begin{equation}
\frac{E}{E_h}\simeq-100+6.25-0.157606+\frac{0.008511}{10}=-93.90675 .
\end{equation}
Direct diagonalization in the same basis, with $\psi_0$ included, gives $-93.90676$. Before rounding, the difference is $8\times10^{-6}$ hartree, due to fourth and higher orders in this basis. Without $E_3$ the series gives $-93.90761$. The degree-4 basis is not converged to these digits: diagonalization at degree 9 gives $-93.90681$, lower by about $4\times10^{-5}$ hartree.

This agreement concerns the nonrelativistic model with a fixed nucleus. A finite nuclear mass $M$ raises the energy by about $(m/M)|E|$, which for $^{20}$Ne is $2.6\times10^{-3}$ hartree, three times $E_3/Z$. Electron speeds are of order $Z\alpha_{\rm fs}c$, where $\alpha_{\rm fs}$ is the fine-structure constant. Relative corrections of order $(Z\alpha_{\rm fs})^2$ therefore change the energy by order $Z^4\alpha_{\rm fs}^2E_h$. These corrections grow with $Z$ while $E_3/Z$ falls, so for real ions of large $Z$ they must be added before the third-order term is significant. Towards small $Z$ the neglected powers of $1/Z$ gain weight instead.

\section*{Numbers as computed}
\begin{verbatim}
E1 = 5/8 Eh;  <s>, <u>, <t^2>, <u^2> (scaled lengths) = 3 35/16 3/2 6
A_ss, A_uu, A_tt (t means t^2) = 1 1 6
A_su, A_st, A_ut (t means t^2) = 5/8 0 5/8
b_s, b_u, b_t (t means t^2) = -5/16 -47/128 -3/8
P=c*s: c, E2, E3 = 5/16 -25/256 0 ; E2 = -0.097656 Eh
P=c*u: c, E2, E3 = 47/128 -2209/16384 99405/16777216
P=c*u: E2 = -0.134827 Eh, E3 = 0.005925 Eh
s,u,t^2: coefficients = 0.159988 0.244019 0.037081
s,u,t^2: E2 = -0.153503 Eh, E3 = -0.004918 Eh
s,u^2,t^2: E2 = -0.135272 Eh, E3 = -0.033453 Eh
degree, number of functions, E2 (Eh), E3 (Eh):
1    2  -0.14613381  0.00349598
2    6  -0.15660224  0.00505935
3   12  -0.15743999  0.00800980
4   21  -0.15760560  0.00851116
5   33  -0.15764673  0.00863865
6   49  -0.15765909  0.00867685
7   69  -0.15766338  0.00868997
8   94  -0.15766505  0.00869499
9  124  -0.15766575  0.00869710
even u only, degree <= 9: 69 functions, E2 = -0.154574 Eh, E3 = 0.004015 Eh
phi scaled by 1.01: change of E2 = 1.577e-05 Eh, of E3 = 1.748e-04 Eh
eigenvalue differences, degree 4: E2 = -0.15760560 Eh, E3 = 0.00851116 Eh
Laplacian quadrature / gradient formula: 20722.50000000 / 20722.50000000 (scaled units)
partial waves l=0,1,2: -0.125333 -0.026494 -0.003905 Eh
partial waves l=0..8: sum = -0.157577 Eh, tail = -0.000076 Eh, total = -0.157654 Eh
Z = 10, degree 4: series to E2 = -93.907606 Eh
Z = 10, degree 4: series to E3 = -93.906754 Eh
Z = 10, degree 4: diagonalization = -93.906762 Eh
1 Eh = 27.211386 eV
final E2 = -0.157666 Eh = -4.29030 eV
final E3 = 0.008697 Eh = 0.23666 eV
\end{verbatim}
